# Four crystal-field parameters for a 4f shell in D3h symmetry: a numerical check

```python
"""
Claim under test: inside a 4f shell, a ligand field of full D3h symmetry is
  H = B20 C20 + B40 C40 + B60 C60 + B66 (C66 + C6,-6)  (+ a common shift),
with real B. C_kq = sqrt(4 pi/(2k+1)) Y_kq, z = threefold axis, x through a N.
Ligand site L carries charge -q_L e at distance R_L (Gaussian units: the energy
of an electron is +q_L e^2/|r-R_L|). Lengths in nm, energies in eV internally.
zeta_f, zeta_d: Slater exponents of the nodeless 4f and 5d model functions.
twist: angle of the NSi2 planes from the LnN3 plane; tilt: pyramidalization.
"""
import numpy as np
from math import factorial, sqrt, pi
from scipy.special import lpmv
from scipy import constants as const

e2 = const.e / (4 * pi * const.epsilon_0) * 1e9          # e^2 in eV nm
a0 = const.physical_constants["Bohr radius"][0] * 1e9    # nm
kB = const.k / const.e                                  # eV/K
per_cm = const.e / (const.h * const.c * 100)             # cm^-1 per eV

# ---------- angular tools ----------
def C(k, q, xyz):
    xyz = np.atleast_2d(xyz)
    cos_theta = np.clip(xyz[:, 2] / np.linalg.norm(xyz, axis=1), -1, 1)
    phi = np.arctan2(xyz[:, 1], xyz[:, 0])
    a = abs(q)
    value = (sqrt(factorial(k - a) / factorial(k + a))
             * lpmv(a, k, cos_theta) * np.exp(1j * a * phi))
    return value if q >= 0 else (-1) ** a * value.conj()

nodes, node_w = np.polynomial.legendre.leggauss(40)
n_phi = 64   # not a multiple of 3: the grid does not impose the symmetry
ct, ph = np.meshgrid(nodes, 2 * pi * np.arange(n_phi) / n_phi, indexing="ij")
st = np.sqrt(1 - ct ** 2)
dirs = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1).reshape(-1, 3)
w = np.repeat(node_w, n_phi) * 2 * pi / n_phi

def harmonics(l, xyz):
    return np.array([sqrt((2 * l + 1) / (4 * pi)) * C(l, m, xyz)
                     for m in range(-l, l + 1)])

Y3, Y2 = harmonics(3, dirs), harmonics(2, dirs)

def f_matrix(V):
    return (Y3.conj() * w * V) @ Y3.T

def project(V):
    return {(k, q): (2 * k + 1) / (4 * pi) * np.sum(w * C(k, q, dirs).conj() * V)
            for k in range(7) for q in range(-k, k + 1)}

allowed = {(2, 0), (4, 0), (6, 0), (6, 6), (6, -6)}
g66 = 10 * sqrt(231) / 429

def four_parameter_matrix(B20, B40, B60, B66, shift=0.0):
    diagonal = {0: 4*B20/15 + 6*B40/33 + 100*B60/429,
                1: B20/5 + B40/33 - 75*B60/429,
                2: -7*B40/33 + 30*B60/429,
                3: -B20/3 + 3*B40/33 - 5*B60/429}
    M = np.diag([diagonal[abs(m)] + shift for m in range(-3, 4)]).astype(complex)
    M[0, 6] = M[6, 0] = -g66 * B66
    return M

def orbital_levels(M):
    cosine = np.zeros(7)
    cosine[0], cosine[6] = 1 / sqrt(2), -1 / sqrt(2)
    sine = np.abs(cosine)
    return [x.real for x in (M[3, 3], M[4, 4], M[5, 5],
                             cosine @ M @ cosine, sine @ M @ sine)]

def parameters_from_levels(E0, E1, E2, Ecos, Esin):
    E3 = (Ecos + Esin) / 2
    return (5/14 * (2*E0 + 3*E1 - 5*E3), 3/7 * (3*E0 + E1 - 7*E2 + 3*E3),
            13/70 * (10*E0 - 15*E1 + 6*E2 - E3),
            429 * (Ecos - Esin) / (20 * sqrt(231)))

# ---------- ligand shell and radial model ----------
R_N, d_NSi, half_angle = 0.23, 0.17, np.radians(60)
q_N, q_Si = 0.6, -0.1
zeta_f, zeta_d, gap_fd = 4.5 / a0, 2.4 / a0, 6.0
zeta_so, temperature = 0.080, 300.0

def shell(twist_deg=90.0, tilt_deg=0.0, turn_deg=0.0):
    sites, charges = [], []
    tau, tilt = np.radians([twist_deg, tilt_deg])
    for angle in np.radians(np.array([0, 120, 240]) + turn_deg):
        u = np.array([np.cos(tilt) * np.cos(angle),
                      np.cos(tilt) * np.sin(angle), -np.sin(tilt)])
        v = np.array([-np.sin(angle), np.cos(angle), 0])
        side = np.cos(tau) * v + np.sin(tau) * np.cross(u, v)
        sites.append(R_N * u)
        charges.append(q_N)
        for sign in (1, -1):
            sites.append((R_N + d_NSi * np.cos(half_angle)) * u
                         + sign * d_NSi * np.sin(half_angle) * side)
            charges.append(q_Si)
    return np.array(sites), np.array(charges)

def moment(k, z=zeta_f):
    return factorial(8 + k) / (factorial(8) * (2 * z) ** k)

def density_f(r):
    return (2 * zeta_f) ** 9 / factorial(8) * r ** 8 * np.exp(-2 * zeta_f * r)

def point_charge_field(sites, charges, z=zeta_f):
    R = np.linalg.norm(sites, axis=1)
    return {(k, q): e2 * np.sum(charges * moment(k, z) / R ** (k + 1)
                                * C(k, q, sites).conj())
            for k in (2, 4, 6) for q in range(-k, k + 1)}

def field_matrix(B, keep=None):
    return sum(B[key] * f_matrix(C(*key, dirs)) for key in B
               if keep is None or key in keep)

def radial_grid(n, r_max):
    x, wx = np.polynomial.legendre.leggauss(n)
    return (x + 1) * r_max / 2, wx * r_max / 2

r, wr = radial_grid(400, 1.5)
for k in (2, 4, 6):
    assert np.isclose(np.sum(wr * density_f(r) * r ** k), moment(k), rtol=1e-9)

# ---------- test: smooth potential, no multipole expansion assumed ----------
def smooth_potential(sites, charges, width=0.1):
    total = np.zeros(len(dirs))
    for radius, weight in zip(*radial_grid(60, 0.35)):
        for site, charge in zip(sites, charges):
            dist2 = np.sum((radius * dirs - site) ** 2, axis=1)
            total += (weight * density_f(radius) * 10 * charge
                      * np.exp(-dist2 / width ** 2))
    return total

def largest_forbidden(P):
    return max(abs(P[key]) for key in P
               if key[0] in (2, 4, 6) and key not in allowed)

V = smooth_potential(*shell())
P, M = project(V), f_matrix(V)
B_inverted = parameters_from_levels(*orbital_levels(M))
B_projected = [P[key] for key in ((2, 0), (4, 0), (6, 0), (6, 6))]
forbidden_D3h = largest_forbidden(P)
assert forbidden_D3h < 1e-10 and abs(P[6, 6].imag) < 1e-10
assert np.allclose(B_inverted, B_projected, atol=1e-10)
assert np.allclose(M, four_parameter_matrix(*B_inverted, np.trace(M).real / 7),
                   atol=1e-10)
assert abs(P[3, 3]) > 1e-4                       # odd term exists in the potential
assert np.allclose(f_matrix(C(3, 3, dirs)), 0, atol=1e-12)   # but not inside 4f
forbidden_twist = largest_forbidden(project(smooth_potential(*shell(50))))
forbidden_tilt = largest_forbidden(project(smooth_potential(*shell(90, 10))))
assert min(forbidden_twist, forbidden_tilt) > 1e-7

# ---------- test: number of invariants from rotated f functions ----------
c3 = np.array([[-0.5, -sqrt(3)/2, 0], [sqrt(3)/2, -0.5, 0], [0, 0, 1]])
sigma_h, c2x = np.diag([1., 1, -1]), np.diag([1., -1, -1])
sigma_v, inversion = np.diag([1., -1, 1]), -np.eye(3)

def generate(generators):
    elements = [np.eye(3)]
    for a in elements:                           # the list grows until closed
        for g in generators:
            if not any(np.allclose(a @ g, b) for b in elements):
                elements.append(a @ g)
    return elements

def invariant_count(elements):
    total = 0
    for g in elements:
        D = (Y3.conj() * w) @ harmonics(3, dirs @ g).T
        total += (np.trace(D) ** 2 + np.trace(D @ D)) / 2
    return (total / len(elements)).real

groups = {"D3h": generate([c3, sigma_h, c2x]), "C3h": generate([c3, sigma_h]),
          "D3": generate([c3, c2x]), "C3v": generate([c3, sigma_v]),
          "D6h": generate([c3, sigma_h, c2x, inversion])}
counts = {name: invariant_count(els) for name, els in groups.items()}
assert [len(groups[n]) for n in ("D3h", "D6h")] == [12, 24]
for name, expected in (("D3h", 5), ("C3h", 6), ("D3", 7), ("C3v", 7), ("D6h", 5)):
    assert abs(counts[name] - expected) < 1e-8

# ---------- test: exact Coulomb field on a sphere, three N and six half N ----------
def coulomb(sites, charges, radius):
    return sum(e2 * c / np.linalg.norm(radius * dirs - s, axis=1)
               for s, c in zip(sites, charges))

r_test = 0.08
nitrogens = shell()[0][::3]
V3 = coulomb(nitrogens, [q_N] * 3, r_test)
V6 = coulomb(np.vstack([nitrogens, -nitrogens]), [q_N / 2] * 6, r_test)
P3 = project(V3)
angular_sum = {(2, 0): -3/2, (4, 0): 9/8, (6, 0): -15/16, (6, 6): 3*sqrt(231)/32}
for (k, q), factor in angular_sum.items():
    assert np.isclose(P3[k, q], factor * q_N * e2 * r_test**k / R_N**(k+1), rtol=1e-8)
assert np.allclose(f_matrix(V3), f_matrix(V6), atol=1e-10)
assert np.max(abs(V3 - V6)) > 0.01               # the potentials themselves differ

# ---------- worked example ----------
B = point_charge_field(*shell())
example = [B[key].real for key in ((2, 0), (4, 0), (6, 0), (6, 6))]
H_orb = field_matrix(B)
assert np.allclose(H_orb, four_parameter_matrix(*example), atol=1e-12)
levels = orbital_levels(H_orb)
assert np.allclose(np.linalg.eigvalsh(H_orb),
                   np.sort(levels + [levels[1], levels[2]]), atol=1e-12)
B_turned = point_charge_field(*shell(turn_deg=30))
assert np.isclose(B_turned[6, 6], -B[6, 6])
B_N = point_charge_field(nitrogens, np.full(3, q_N))

# spin-orbit coupling; basis |m_l, spin> with spin up first
m_l = np.arange(-3, 4)
L_plus = np.diag([sqrt(12 - m * (m + 1)) for m in m_l[:-1]], -1)
S_plus = np.array([[0., 1], [0, 0]])
LS = (np.kron(np.diag(m_l), np.diag([0.5, -0.5]))
      + 0.5 * (np.kron(L_plus, S_plus.T) + np.kron(L_plus.T, S_plus)))
m_j = np.repeat(m_l, 2) + np.tile([0.5, -0.5], 7)

def full_hamiltonian(H):
    return np.kron(H, np.eye(2)) + zeta_so * LS

def excitations(H):
    E = np.linalg.eigvalsh(full_hamiltonian(H))
    return E - E[0]

blocks = {"1/2": [0.5], "3/2": [1.5], "5/2,-7/2": [2.5, -3.5]}

def block_matrix(H, members):
    idx = np.flatnonzero(np.isin(m_j, members))
    return full_hamiltonian(H)[np.ix_(idx, idx)]

def block_energies(H, members):
    return np.linalg.eigvalsh(block_matrix(H, members))

H_full = full_hamiltonian(H_orb)
step = np.abs(m_j[:, None] - m_j[None, :])
assert np.max(abs(H_full[(step != 0) & (step != 6)])) < 1e-12
doublets = sorted((E, name) for name, mem in blocks.items()
                  for E in block_energies(H_orb, mem))
assert np.allclose(np.repeat([d[0] for d in doublets], 2),
                   np.linalg.eigvalsh(H_full), atol=1e-11)

# B66 leaves two blocks alone and shifts the third only in second order, because
# spin-orbit coupling separates the same-spin m_l = +3 and -3 states it connects
H_no66 = four_parameter_matrix(*example[:3], 0.0)
b66_shift = {name: block_energies(H_orb, mem) - block_energies(H_no66, mem)
             for name, mem in blocks.items()}
assert max(np.max(abs(b66_shift[n])) for n in ("1/2", "3/2")) < 1e-12
mixed = blocks["5/2,-7/2"]
E_start, U_start = np.linalg.eigh(block_matrix(H_no66, mixed))
coupling = (U_start.conj().T
            @ (block_matrix(H_orb, mixed) - block_matrix(H_no66, mixed)) @ U_start)
second_order = np.array([sum(abs(coupling[j, i]) ** 2 / (E_start[i] - E_start[j])
                             for j in range(3) if j != i) for i in range(3)])
assert np.max(abs(np.diag(coupling))) < 1e-12    # no first-order shift
# 1 % leaves room for the higher orders of perturbation theory
assert np.allclose(b66_shift["5/2,-7/2"], second_order, rtol=1e-2, atol=0)
assert np.max(abs(second_order)) > 1e-9          # far above rounding
i_max = np.argmax(abs(second_order))

ls_values, ls_vectors = np.linalg.eigh(LS)
C66_spin = np.kron(f_matrix(C(6, 6, dirs) + C(6, -6, dirs)), np.eye(2))
in_j = lambda U: np.max(abs(U.T @ C66_spin @ U))
assert in_j(ls_vectors[:, :6]) < 1e-12 and in_j(ls_vectors[:, 6:]) > 0.01
relative = np.array([d[0] for d in doublets]) - doublets[0][0]
boltzmann = np.exp(-relative / (kB * temperature))
vec = np.linalg.eigh(H_full)[1][:, :2]
weight_m0 = np.sum(abs(vec[6:8]) ** 2) / 2

# ---------- neglected effects ----------
def symmetry_loss(twist, tilt):
    Bx = point_charge_field(*shell(twist, tilt))
    shift = np.max(abs(excitations(field_matrix(Bx))
                       - excitations(field_matrix(Bx, allowed))))
    return Bx, shift

B_tw, shift_tw = symmetry_loss(50, 0)
B_ti, shift_ti = symmetry_loss(90, 10)
for k in (4, 6):
    assert abs(B_tw[k, 3].real) < 1e-12 < abs(B_tw[k, 3].imag)
    assert abs(B_ti[k, 3].imag) < 1e-12 < abs(B_ti[k, 3].real)

# loss of the k=6 nitrogen term from 4f density outside the nitrogen radius
r_out, w_out = radial_grid(100, 0.6)
r_out = r_out + R_N
penetration = np.sum(w_out * density_f(r_out)
                     * (r_out**6 - R_N**13 / r_out**7)) / moment(6)

def kernel(k, R):
    return np.minimum(r, R) ** k / np.maximum(r, R) ** (k + 1)

radial_d = sqrt((2*zeta_d)**11 / factorial(10)) * r**4 * np.exp(-zeta_d * r)
fd = wr * np.sqrt(density_f(r)) * r * radial_d
sites, charges = shell()
R_sites = np.linalg.norm(sites, axis=1)
W = np.zeros((5, 7), complex)
for k in (1, 3, 5):
    radial = np.array([np.sum(fd * kernel(k, R)) for R in R_sites])
    for q in range(-k, k + 1):
        strength = e2 * np.sum(charges * radial * C(k, q, sites).conj())
        W += strength * (Y2.conj() * w * C(k, q, dirs)) @ Y3.T
mixing = -W.conj().T @ W / gap_fd
B_mix = parameters_from_levels(*orbital_levels(mixing))
assert np.allclose(mixing, four_parameter_matrix(*B_mix, np.trace(mixing).real / 7),
                   atol=1e-11)
assert np.max(abs(mixing)) > 1e-7
shift_mix = np.max(abs(excitations(H_orb + mixing) - excitations(H_orb)))
B_soft = point_charge_field(*shell(), z=0.9 * zeta_f)

# ---------- output ----------
names = ("B20", "B40", "B60", "B66")
keys = ((2, 0), (4, 0), (6, 0), (6, 6))
print("invariants incl. barycentre:", {n: round(c) for n, c in counts.items()})
print(f"smooth test, largest forbidden even term, D3h: {forbidden_D3h*1e3:.1e} meV")
print(f"  same, twist 50 deg: {forbidden_twist*1e3:.2e} meV")
print(f"  same, tilt 10 deg: {forbidden_tilt*1e3:.2e} meV")
print(f"  odd term |B33| in the D3h potential: {abs(P[3,3])*1e3:.2f} meV")
print(f"R(Ln-N) = {R_N} nm, N-Si = {d_NSi} nm, R(Ln-Si) = {R_sites[1]:.4f} nm")
print(f"Si-N-Si angle = {2*np.degrees(half_angle):.0f} deg, NSi2 planes upright")
print(f"site charges: N {-q_N} e, Si {-q_Si} e")
print(f"e^2 = {e2:.6f} eV nm; 4f exponent = {zeta_f*a0:.2f} / a0")
for k in (2, 4, 6):
    print(f"<r^{k}> = {moment(k):.4e} nm^{k}")
for name, key in zip(names, keys):
    print(f"{name}: N only {B_N[key].real*1e3:.3f} meV, all sites "
          f"{B[key].real*1e3:.3f} meV = {B[key].real*per_cm:.1f} cm^-1")
print(f"B66/B60: N only {(B_N[6,6]/B_N[6,0]).real:.4f}, "
      f"all sites {(B[6,6]/B[6,0]).real:.4f}")
for name, E in zip(("m=0", "|m|=1", "|m|=2", "cos3phi", "sin3phi"), levels):
    print(f"orbital level {name}: {E*1e3:.3f} meV")
print(f"cos3phi - sin3phi splitting: {(levels[3]-levels[4])*1e3:.3f} meV")
print(f"spin-orbit constant: {zeta_so*1e3:.0f} meV; free-ion j splitting: "
      f"{zeta_so*(ls_values[-1]-ls_values[0])*1e3:.0f} meV")
for i, (E, name) in enumerate(doublets):
    print(f"doublet {i+1}, m_j block +-({name}): {relative[i]*1e3:.2f} meV")
print(f"m_l=0 weight in ground doublet: {weight_m0:.3f}")
print(f"ground doublet population at {temperature:.0f} K: {1/boltzmann.sum():.4f}")
print(f"largest doublet shift due to B66: exact "
      f"{b66_shift['5/2,-7/2'][i_max]*1e6:.3f} ueV, "
      f"second order {second_order[i_max]*1e6:.3f} ueV")
print(f"twist 50 deg: Im B43 {B_tw[4,3].imag*1e3:.3f}, "
      f"Im B63 {B_tw[6,3].imag*1e3:.4f} meV")
print(f"  largest excitation change from q=3 terms: {shift_tw*1e6:.3g} ueV")
print(f"tilt 10 deg: Re B43 {B_ti[4,3].real*1e3:.3f}, "
      f"Re B63 {B_ti[6,3].real*1e3:.3f} meV")
print(f"  largest excitation change from q=3 terms: {shift_ti*1e3:.3f} meV")
print(f"4f-5d model: gap {gap_fd:.1f} eV, 5d exponent {zeta_d*a0:.2f} / a0")
print("  added to B20, B40, B60, B66: "
      + ", ".join(f"{b*1e3:.3f}" for b in B_mix) + " meV")
print(f"  largest excitation change: {shift_mix*1e3:.3f} meV")
print(f"penetration loss of the k=6 N term: {penetration*100:.1e} %")
print("4f exponent 10 % smaller: "
      + ", ".join(f"{n} {B_soft[k].real*1e3:.2f}" for n, k in zip(names, keys)) + " meV")
print("all tests passed")
```

Output:

```
invariants incl. barycentre: {'D3h': 5, 'C3h': 6, 'D3': 7, 'C3v': 7, 'D6h': 5}
smooth test, largest forbidden even term, D3h: 8.8e-14 meV
  same, twist 50 deg: 6.38e-02 meV
  same, tilt 10 deg: 1.27e+01 meV
  odd term |B33| in the D3h potential: 69.78 meV
R(Ln-N) = 0.23 nm, N-Si = 0.17 nm, R(Ln-Si) = 0.3477 nm
Si-N-Si angle = 120 deg, NSi2 planes upright
site charges: N -0.6 e, Si 0.1 e
e^2 = 1.439965 eV nm; 4f exponent = 4.50 / a0
<r^2> = 3.1114e-03 nm^2
<r^4> = 1.4199e-05 nm^4
<r^6> = 8.9339e-08 nm^6
B20: N only -331.414 meV, all sites -316.637 meV = -2553.8 cm^-1
B40: N only 21.442 meV, all sites 21.820 meV = 176.0 cm^-1
B60: N only -2.125 meV, all sites -2.165 meV = -17.5 cm^-1
B66: N only 3.230 meV, all sites 3.197 meV = 25.8 cm^-1
B66/B60: N only -1.5199, all sites -1.4769
orbital level m=0: -80.974 meV
orbital level |m|=1: -62.288 meV
orbital level |m|=2: -4.780 meV
orbital level cos3phi: 108.687 meV
orbital level sin3phi: 106.422 meV
cos3phi - sin3phi splitting: 2.265 meV
spin-orbit constant: 80 meV; free-ion j splitting: 280 meV
doublet 1, m_j block +-(1/2): 0.00 meV
doublet 2, m_j block +-(3/2): 46.78 meV
doublet 3, m_j block +-(5/2,-7/2): 154.65 meV
doublet 4, m_j block +-(1/2): 277.95 meV
doublet 5, m_j block +-(3/2): 307.36 meV
doublet 6, m_j block +-(5/2,-7/2): 369.32 meV
doublet 7, m_j block +-(5/2,-7/2): 458.17 meV
m_l=0 weight in ground doublet: 0.462
ground doublet population at 300 K: 0.8574
largest doublet shift due to B66: exact 7.249 ueV, second order 7.249 ueV
twist 50 deg: Im B43 -0.753, Im B63 0.0313 meV
  largest excitation change from q=3 terms: 0.318 ueV
tilt 10 deg: Re B43 13.881, Re B63 -1.957 meV
  largest excitation change from q=3 terms: 0.112 meV
4f-5d model: gap 6.0 eV, 5d exponent 2.40 / a0
  added to B20, B40, B60, B66: 0.300, 0.110, 0.188, -0.667 meV
  largest excitation change: 0.178 meV
penetration loss of the k=6 N term: 1.2e-04 %
4f exponent 10 % smaller: B20 -390.91, B40 33.26, B60 -4.07, B66 6.02 meV
all tests passed
```
